# Split-shell variational energies of helium and the hydride ion: test program

```python
# Result under test: for two electrons and a fixed nucleus of charge Z, the function
#   psi = exp(-a r1 - b r2) + exp(-b r1 - a r2)
# has, after optimising the scale s = a + b, the energy
#   E(y) = -N^2 / (256 P),  y = 4ab/s^2,  s = N/(8A),
#   N = 16Z - 4y - y^2 + (16Z-5)y^3,  A = 2 - y + y^4,  P = 2 - y + 2y^3 + y^7.
# Its minimum gives the split-shell energies of He (Z=2) and H- (Z=1).
# Hartree atomic units: energies in hartree, lengths in bohr, exponents in 1/bohr.
import numpy as np
import sympy as sp
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.optimize import brentq, minimize

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
NODE_R, WEIGHT_R = np.polynomial.legendre.leggauss(180)
NODE_X, WEIGHT_X = np.polynomial.legendre.leggauss(70)


def radial_grid(smallest_exponent):
    """Grid over r_out > r_in, with r_in = x r_out; weight includes r_out^2 r_in^2."""
    r_max = 22.0 / smallest_exponent
    r_out = (0.5 * r_max * (NODE_R + 1))[:, None]
    x = (0.5 * (NODE_X + 1))[None, :]
    r_in = r_out * x
    weight = (0.5 * r_max * WEIGHT_R)[:, None] * (0.5 * WEIGHT_X)[None, :]
    return r_out, r_in, weight * r_out * r_out**2 * r_in**2


def energy_parts_quadrature(Z, a, b):
    """Kinetic, attraction, repulsion and radial correlation from the definition."""
    ro, ri, w = radial_grid(min(a, b))
    first = np.exp(-a * ro - b * ri)
    second = np.exp(-b * ro - a * ri)
    psi = first + second

    def laplace_factor(k, r):
        return k * k - 2 * k / r

    kinetic_psi = -0.5 * (first * (laplace_factor(a, ro) + laplace_factor(b, ri))
                          + second * (laplace_factor(b, ro) + laplace_factor(a, ri)))
    norm = np.sum(w * psi**2)

    def mean(f):
        return np.sum(w * psi**2 * f) / norm

    kinetic = np.sum(w * psi * kinetic_psi) / norm
    mean_r = mean((ro + ri) / 2)
    covariance = mean(ro * ri) - mean_r**2
    variance = mean((ro**2 + ri**2) / 2) - mean_r**2
    return (kinetic, mean(-Z / ro - Z / ri), mean(1 / ro), covariance / variance)


def coulomb_exchange(a, b):
    J = a * b * (a * a + 3 * a * b + b * b) / (a + b)**3
    K = 20 * a**3 * b**3 / (a + b)**5
    return J, K


def energy_parts_formula(Z, a, b):
    S2 = 64 * (a * b)**3 / (a + b)**6
    J, K = coulomb_exchange(a, b)
    kinetic = ((a * a + b * b) / 2 + S2 * a * b) / (1 + S2)
    return kinetic, -Z * (a + b), (J + K) / (1 + S2)


def polynomials(Z, y):
    N = 16 * Z - 4 * y - y**2 + (16 * Z - 5) * y**3
    return N, 2 - y + y**4, 2 - y + 2 * y**3 + y**7


def reduced_energy(Z, y):
    N, A, P = polynomials(Z, y)
    return -N**2 / (256 * P)


def stationarity(Z, y):
    return (16 * (Z - 1) - 4 * y + (96 * Z - 57) * y**2 + (33 - 80 * Z) * y**3
            - 2 * y**4 + (96 * Z - 30) * y**5 - 112 * Z * y**6 + 20 * y**7
            + 3 * y**8 + (5 - 16 * Z) * y**9)


def s_wave_references(Z, smallest, ratio, count):
    """Restricted Hartree-Fock and full CI energies in s-type Gaussians."""
    g = smallest * ratio**np.arange(count)
    p = g[:, None] + g[None, :]
    scale = (2 * g / np.pi)**0.75
    pair = np.outer(scale, scale)
    overlap = pair * (np.pi / p)**1.5
    core = overlap * 3 * np.outer(g, g) / p - Z * pair * 2 * np.pi / p
    p1, p2 = p[:, :, None, None], p[None, None, :, :]
    eri = 2 * np.pi**2.5 / (p1 * p2 * np.sqrt(p1 + p2))
    eri = eri * pair[:, :, None, None] * pair[None, None, :, :]
    values, vectors = np.linalg.eigh(overlap)
    X = vectors / np.sqrt(values)
    h = X.T @ core @ X
    eri = np.einsum("pqrs,pi,qj,rk,sl->ijkl", eri, X, X, X, X, optimize=True)
    eri_matrix = eri.reshape(count**2, count**2)
    orbital = np.linalg.eigh(h)[1][:, 0]
    density = np.outer(orbital, orbital)
    for _ in range(700):
        fock = h + (eri_matrix @ density.ravel()).reshape(count, count)
        orbital = np.linalg.eigh(fock)[1][:, 0]
        density = 0.85 * density + 0.15 * np.outer(orbital, orbital)
    density = np.outer(orbital, orbital)
    repulsion = (eri_matrix @ density.ravel()).reshape(count, count)
    fock = h + repulsion
    residual = fock @ orbital - (orbital @ fock @ orbital) * orbital
    assert np.linalg.norm(residual) < 1e-5
    hf = 2 * np.sum(h * density) + np.sum(repulsion * density)
    one = np.eye(count)
    ci = np.kron(h, one) + np.kron(one, h)
    ci = ci + eri.transpose(0, 2, 1, 3).reshape(count**2, count**2)
    return hf, eigh(ci, eigvals_only=True, subset_by_index=[0, 0])[0]


# Angular average of the repulsion equals 1/(larger radius).
for r1, r2 in [(0.7, 1.9), (2.4, 0.3)]:
    average = quad(lambda u: 0.5 / np.sqrt(r1**2 + r2**2 - 2 * r1 * r2 * u), -1, 1)[0]
    assert abs(average - 1 / max(r1, r2)) < 1e-9

# Overlap, one-electron cross elements, Coulomb and exchange integrals by quadrature.
a0, b0 = 1.7, 0.6


def orbital_radial(k, r):
    return 2 * k**1.5 * np.exp(-k * r)


S0 = 8 * (a0 * b0)**1.5 / (a0 + b0)**3


def cross(f):
    return quad(lambda r: orbital_radial(a0, r) * orbital_radial(b0, r) * f(r),
                0, 60, epsabs=1e-12, limit=200)[0]


assert abs(cross(lambda r: r * r) - S0) < 1e-9
assert abs(cross(lambda r: r) - S0 * (a0 + b0) / 2) < 1e-9
assert abs(cross(lambda r: -0.5 * (b0**2 * r * r - 2 * b0 * r)) - a0 * b0 * S0 / 2) < 1e-9
ro, ri, w = radial_grid(b0)
ao, ai = orbital_radial(a0, ro), orbital_radial(a0, ri)
bo, bi = orbital_radial(b0, ro), orbital_radial(b0, ri)
J0, K0 = coulomb_exchange(a0, b0)
assert abs(np.sum(w * (ao**2 * bi**2 + bo**2 * ai**2) / ro) - J0) < 1e-9
assert abs(np.sum(w * 2 * ao * bo * ai * bi / ro) - K0) < 1e-9

# All energy components at general exponents, and the form s^2 tau - s nu.
for Z, a, b in [(2, 2.6, 0.9), (1, 1.2, 0.4), (3, 2.2, 2.9)]:
    by_quadrature = energy_parts_quadrature(Z, a, b)[:3]
    assert np.allclose(by_quadrature, energy_parts_formula(Z, a, b), atol=1e-8)
    s, y = a + b, 4 * a * b / (a + b)**2
    tau = (2 - y + y**4) / (4 * (1 + y**3))
    nu = Z - (4 * y + y**2 + 5 * y**3) / (16 * (1 + y**3))
    assert abs(s * s * tau - s * nu - sum(by_quadrature)) < 1e-8
    assert abs(-nu**2 / (4 * tau) - reduced_energy(Z, y)) < 1e-12

# Symbolic derivative of the reduced energy, slope at y = 1 and behaviour near y = 0.
Zs, ys = sp.symbols("Z y", positive=True)
Es = reduced_energy(Zs, ys)
Ns, As, Ps = polynomials(Zs, ys)
difference = sp.diff(Es, ys) + Ns * stationarity(Zs, ys) / (256 * Ps**2)
assert sp.simplify(difference) == 0
slope_one = sp.diff(Es, ys).subs(ys, 1)
assert sp.simplify(slope_one - sp.Rational(3, 8) * (Zs - sp.Rational(5, 16))) == 0
assert sp.simplify(Es.subs(ys, 0) + Zs**2 / 2) == 0
E_hydride = Es.subs(Zs, 1)
assert sp.diff(E_hydride, ys).subs(ys, 0) == 0
assert sp.diff(E_hydride, ys, 2).subs(ys, 0) == sp.Rational(1, 16)

print("Energies in hartree, exponents in 1/bohr, unless stated")
cases = [("He", 2, (2.0, 1.4), (2.183, 1.189), -2.87566, 5e-6, 1),
         ("H-", 1, (1.1, 0.35), (1.039, 0.283), -0.5133, 5e-5, 2)]
for name, Z, start, claimed, claimed_E, claim_tol, expected_roots in cases:
    poly = sp.Poly(sp.expand(stationarity(Z, ys)), ys)
    root_count = poly.count_roots(sp.Rational(1, 1000), 1)
    assert root_count == expected_roots
    y = brentq(lambda t: stationarity(Z, t), 0.4, 1.0, xtol=1e-14)
    N, A, P = polynomials(Z, y)
    s = N / (8 * A)
    a, b = s / 2 * (1 + np.sqrt(1 - y)), s / 2 * (1 - np.sqrt(1 - y))
    E = reduced_energy(Z, y)

    # Direct search in both exponents, using only the quadrature energy.
    search = minimize(lambda v: sum(energy_parts_quadrature(Z, v[0], v[1])[:3]),
                      start, method="Nelder-Mead",
                      options={"xatol": 1e-7, "fatol": 1e-12, "maxiter": 500})
    assert np.allclose(search.x, (a, b), atol=2e-5)
    assert abs(search.fun - E) < 1e-8
    assert np.allclose((a, b), claimed, atol=6e-4)
    assert abs(E - claimed_E) < claim_tol

    split = energy_parts_quadrature(Z, a, b)
    k = Z - 5 / 16
    equal = energy_parts_quadrature(Z, k, k)
    E_equal = sum(equal[:3])
    assert abs(E_equal + k * k) < 1e-8
    assert abs(2 * split[0] + split[1] + split[2]) < 1e-7
    assert split[0] > equal[0] and split[1] > equal[1] and split[2] < equal[2]
    assert split[3] < -1e-3 and abs(equal[3]) < 1e-8
    threshold = -Z**2 / 2
    assert E < threshold and E < E_equal

    hf, ci = s_wave_references(Z, 0.005, 2.2, 20)
    hf_check, ci_check = s_wave_references(Z, 0.005, 2.0, 22)
    assert abs(hf - hf_check) < 5e-5 and abs(ci - ci_check) < 1e-4
    assert ci_check < E < hf_check
    rounded_E = sum(energy_parts_quadrature(Z, *claimed)[:3])

    print(f"{name}: Z = {Z}, stationary points in 0.001 < y <= 1: {root_count}")
    print(f"{name}: y = {y:.6f}, s = {s:.6f}")
    print(f"{name}: N = {N:.6f}, A = {A:.6f}, P = {P:.6f}")
    print(f"{name}: exponents a = {a:.5f}, b = {b:.5f}")
    print(f"{name}: split-shell energy = {E:.7f} ({E * HARTREE_EV:.4f} eV)")
    print(f"{name}: energy at exponents {claimed} = {rounded_E:.7f}")
    print(f"{name}: direct search a, b = {search.x[0]:.5f}, {search.x[1]:.5f}")
    print(f"{name}: equal exponent = {k:.4f}, energy = {E_equal:.6f}")
    print(f"{name}: gain from splitting = {E_equal - E:.6f}")
    print(f"{name}: equal: kinetic, attraction, repulsion = "
          f"{equal[0]:.5f}, {equal[1]:.5f}, {equal[2]:.5f}")
    print(f"{name}: split: kinetic, attraction, repulsion = "
          f"{split[0]:.5f}, {split[1]:.5f}, {split[2]:.5f}")
    print(f"{name}: correlation coefficient of r1 and r2 = {split[3]:.4f}")
    print(f"{name}: one-electron threshold = {threshold:.4f}")
    print(f"{name}: lower bound on removal energy = {threshold - E:.6f} "
          f"({(threshold - E) * HARTREE_EV:.4f} eV)")
    print(f"{name}: restricted Hartree-Fock, s Gaussians = {hf_check:.4f}")
    print(f"{name}: full CI, s Gaussians only = {ci_check:.4f}")
    print(f"{name}: share of HF-to-s-CI gap recovered = "
          f"{(hf_check - E) / (hf_check - ci_check):.2f}")
    if Z == 1:
        assert E_equal > threshold and hf_check > threshold
        y_top = brentq(lambda t: stationarity(1, t), 0.01, 0.4, xtol=1e-14)
        E_top = reduced_energy(1, y_top)
        assert E_top > threshold
        N_top, A_top, P_top = polynomials(1, y_top)
        s_top = N_top / (8 * A_top)
        root = np.sqrt(1 - y_top)
        print(f"H-: barrier at y = {y_top:.5f}, energy = {E_top:.6f}")
        print(f"H-: barrier exponents = {s_top / 2 * (1 + root):.4f}, "
              f"{s_top / 2 * (1 - root):.4f}")

print("PASS")
```

Output:

```
Energies in hartree, exponents in 1/bohr, unless stated
He: Z = 2, stationary points in 0.001 < y <= 1: 1
He: y = 0.912977, s = 3.371702
He: N = 48.061327, A = 1.781790, P = 3.137717
He: exponents a = 2.18317, b = 1.18853
He: split-shell energy = -2.8756613 (-78.2507 eV)
He: energy at exponents (2.183, 1.189) = -2.8756613
He: direct search a, b = 2.18317, 1.18853
He: equal exponent = 1.6875, energy = -2.847656
He: gain from splitting = 0.028005
He: equal: kinetic, attraction, repulsion = 2.84766, -6.75000, 1.05469
He: split: kinetic, attraction, repulsion = 2.87566, -6.74340, 0.99208
He: correlation coefficient of r1 and r2 = -0.1261
He: one-electron threshold = -2.0000
He: lower bound on removal energy = 0.875661 (23.8280 eV)
He: restricted Hartree-Fock, s Gaussians = -2.8617
He: full CI, s Gaussians only = -2.8790
He: share of HF-to-s-CI gap recovered = 0.81
H-: Z = 1, stationary points in 0.001 < y <= 1: 2
H-: y = 0.673191, s = 1.322451
H-: N = 16.209939, A = 1.532187, P = 1.999628
H-: exponents a = 1.03923, b = 0.28322
H-: split-shell energy = -0.5133029 (-13.9677 eV)
H-: energy at exponents (1.039, 0.283) = -0.5133028
H-: direct search a, b = 1.03923, 0.28322
H-: equal exponent = 0.6875, energy = -0.472656
H-: gain from splitting = 0.040647
H-: equal: kinetic, attraction, repulsion = 0.47266, -1.37500, 0.42969
H-: split: kinetic, attraction, repulsion = 0.51330, -1.32245, 0.29585
H-: correlation coefficient of r1 and r2 = -0.3593
H-: one-electron threshold = -0.5000
H-: lower bound on removal energy = 0.013303 (0.3620 eV)
H-: restricted Hartree-Fock, s Gaussians = -0.4879
H-: full CI, s Gaussians only = -0.5145
H-: share of HF-to-s-CI gap recovered = 0.96
H-: barrier at y = 0.11962, energy = -0.499857
H-: barrier exponents = 1.0002, 0.0318
PASS
```
